# C6 of quartic and Morse oscillators against two closed formulas: test program

```python
"""
Dispersion coefficient C6 of two identical anharmonic oscillators.

Result under test, in atomic units, for one particle of unit mass and charge
in the separable potential v(x)+v(y)+v(z), dipole coupling only:
    C6 = 6 sum_nm s_n s_m / (w_n + w_m)
    (3/4) alpha^2 w_1 <= C6 <= (3/2) alpha Var(x) <= (3/4) alpha^(3/2)
s_n   : squared dipole matrix element |<0|x|n>|^2 along one axis
w_n   : excitation energy, w_1 being the first gap
alpha : static polarizability, 2 sum_n s_n/w_n
f_n   : oscillator strength, 2 w_n s_n, with sum 1
Quartic well: v = x^2/2 + lam x^4.  Morse well: v = D(1-exp(-a x))^2 with
D = 1/(4 chi), a = sqrt(2 chi).  Both have well-bottom frequency 1 hartree.
"""
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.constants import physical_constants, angstrom


def quartic(lam):
    return lambda x: 0.5 * x**2 + lam * x**4


def morse(chi):
    depth, a = 1 / (4 * chi), np.sqrt(2 * chi)
    return lambda x: depth * (1 - np.exp(-a * x))**2


QUARTIC_BOX = (-8.0, 8.0)
MORSE_BOX = (-8.0, 32.0)


def sinc_hamiltonian(potential, box, step=0.125):
    count = int(round((box[1] - box[0]) / step)) + 1
    x = np.linspace(box[0], box[1], count)
    diff = np.arange(count)[:, None] - np.arange(count)[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    return x, kinetic / (2 * step**2) + np.diag(potential(x))


def c6_from_lines(s, w):
    return 6 * np.sum(np.outer(s, s) / (w[:, None] + w[None, :]))


def analyse(potential, box):
    x, ham = sinc_hamiltonian(potential, box)
    energy, states = eigh(ham)
    dipole = (states[:, 0] * x) @ states
    w, s = energy[1:] - energy[0], dipole[1:]**2
    alpha = 2 * np.sum(s / w)
    r = dict(x=x, ham=ham, e0=energy[0], ground=states[:, 0],
             mean=dipole[0], w=w, s=s, f=2 * w * s, alpha=alpha,
             var=np.sum(s), c6=c6_from_lines(s, w))
    r["london_gap"] = 0.75 * alpha**2 * w[0]
    r["london_bottom"] = 0.75 * alpha**2      # bottom frequency is 1
    r["middle"] = 1.5 * alpha * r["var"]
    r["sk"] = 0.75 * alpha**1.5
    return r


def response_c6(potential, box, step=0.01):
    """Finite-difference response, then integration over imaginary frequency."""
    count = int(round((box[1] - box[0]) / step)) + 1
    x = np.linspace(box[0], box[1], count)
    diagonal = 1 / step**2 + potential(x)
    off = np.full(count - 1, -0.5 / step**2)
    e0, vec = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    ground = vec[:, 0]
    source = (x - np.sum(x * ground**2)) * ground
    source -= ground * (ground @ source)

    def alpha_imag(u):
        band = np.zeros((3, count), dtype=complex)
        band[0, 1:] = off
        band[1] = diagonal - e0[0] + 1j * u
        band[2, :-1] = off
        return 2 * np.real(source @ solve_banded((1, 1), band, source))

    t, weight = np.polynomial.legendre.leggauss(40)
    u = (1 + t) / (1 - t)
    jac = 2 / (1 - t)**2
    values = np.array([alpha_imag(v) for v in u])
    return alpha_imag(1e-4), 3 / np.pi * np.sum(weight * jac * values**2)


def pair_c6(r, distance, size=16):
    """Diagonalize the dipole-coupled pair in polynomials times the ground state.

    Averaging over both signs of the coupling removes odd orders.
    """
    x = r["x"] - r["mean"]
    basis = [r["ground"]]
    for _ in range(size - 1):
        new = x * basis[-1]
        for _repeat in range(2):
            for old in basis:
                new = new - old * (old @ new)
        basis.append(new / np.linalg.norm(new))
    b = np.array(basis).T
    h = b.T @ r["ham"] @ b - r["e0"] * np.eye(size)
    xm = b.T @ (x[:, None] * b)
    one = np.eye(size)
    free, coupling = np.kron(h, one) + np.kron(one, h), np.kron(xm, xm)

    def shift(strength):
        return np.linalg.eigvalsh(free + strength * coupling)[0]

    k = distance**-3
    energy = [2 * shift(g * k) + shift(-2 * g * k) for g in (1, -1)]
    return -np.mean(energy) * distance**6


# Harmonic limit: London's formula must be recovered.
harmonic = analyse(quartic(0.0), QUARTIC_BOX)
assert abs(harmonic["c6"] - 0.75) < 1e-8

# The inequalities on random line spectra with unit total strength.
rng = np.random.default_rng(7)
for _ in range(300):
    n_lines = rng.integers(2, 8)
    w = np.sort(rng.uniform(0.1, 5.0, n_lines))
    f = rng.dirichlet(np.ones(n_lines))
    s = f / (2 * w)
    al, c6 = np.sum(f / w**2), c6_from_lines(s, w)
    chain = [0.75 * al**2 * w[0], c6, 1.5 * al * s.sum(), 0.75 * al**1.5]
    assert all(p <= q * (1 + 1e-12) for p, q in zip(chain, chain[1:]))

# The two families of wells.
lams = [0.01, 0.1, 1.0, 10.0]
chis = [0.02, 0.05, 0.10, 0.15, 0.25]
quartics = {lam: analyse(quartic(lam), QUARTIC_BOX) for lam in lams}
pure = analyse(lambda x: x**4, QUARTIC_BOX)
morses = {chi: analyse(morse(chi), MORSE_BOX) for chi in chis}
for r in [*quartics.values(), pure, *morses.values()]:
    assert abs(r["f"].sum() - 1) < 1e-6
    assert r["london_gap"] < r["c6"] < r["middle"] < r["sk"]
for r in quartics.values():
    assert r["london_bottom"] < r["c6"]
for chi, r in morses.items():
    assert abs(r["w"][0] - (1 - 2 * chi)) < 1e-7
    assert r["london_bottom"] > r["sk"]


# Leading anharmonic coefficients, extrapolated to zero anharmonicity.
def coefficients(kind, p):
    if kind == "quartic":
        r, power, line = analyse(quartic(p), QUARTIC_BOX), 2, 2
    else:
        r, power, line = analyse(morse(p), MORSE_BOX), 1, 1
    return np.array([(r["c6"] / r["london_gap"] - 1) / p**power,
                     (r["c6"] / r["sk"] - 1) / p**power,
                     (r["c6"] / r["london_bottom"] - 1) / p,
                     r["s"][line] / p**power])


small = 0.002
limits = {}
expected = {"quartic": [1 / 8, -3 / 8, 3, 3 / 16],
            "Morse": [1 / 6, -5 / 24, -11 / 6, 1 / 4]}
for kind, formula in expected.items():
    limits[kind] = (2 * coefficients(kind, small / 2)
                    - coefficients(kind, small))
    assert np.allclose(limits[kind], formula, rtol=0.01, atol=0)

# Independent values for the two detailed cases.
distance = 8.0
detailed = [("quartic, lam=1", quartics[1.0], quartic(1.0), QUARTIC_BOX),
            ("Morse, chi=0.10", morses[0.10], morse(0.10), MORSE_BOX)]
checks = []
for name, r, potential, box in detailed:
    alpha_fd, c6_fd = response_c6(potential, box)
    c6_pair = pair_c6(r, distance)
    assert abs(alpha_fd / r["alpha"] - 1) < 2e-4
    assert abs(c6_fd / r["c6"] - 1) < 2e-4
    assert abs(c6_pair / r["c6"] - 1) < 1e-3
    checks.append((c6_fd, c6_pair))

# Static polarizability from the energy in a weak uniform field.
q1, field = quartics[1.0], 0.01
e_field = [np.linalg.eigvalsh(q1["ham"] + g * field * np.diag(q1["x"]))[0]
           for g in (1, -1)]
alpha_field = -(sum(e_field) - 2 * q1["e0"]) / field**2
assert abs(alpha_field / q1["alpha"] - 1) < 1e-4


def percent(r, key):
    return 100 * (r["c6"] / r[key] - 1)


def row(label, r, has_bottom=True):
    bottom = f"{percent(r, 'london_bottom'):9.3f}" if has_bottom else "     none"
    print(f"{label:>6} {r['w'][0]:8.5f} {r['alpha']:9.6f} {r['f'][0]:8.6f} "
          f"{r['c6']:9.6f} {percent(r, 'london_gap'):8.5f} "
          f"{percent(r, 'sk'):9.5f} {bottom}")


print("atomic units; bottom frequency 1 hartree except pure x^4")
print("dL, dS, dB: C6 deviation in % from London with first gap,")
print("  from Slater-Kirkwood, from London with bottom frequency")
print("gap: hartree; alpha: bohr^3; f1: no unit; C6: hartree bohr^6")
heading = "    gap     alpha      f1       C6        dL        dS        dB"
print("lam (hartree/bohr^4)")
print("      " + heading)
for lam, r in quartics.items():
    row(f"{lam:g}", r)
row("x^4", pure, False)
print("chi (no unit)")
print("      " + heading)
for chi, r in morses.items():
    row(f"{chi:.2f}", r)

to_ev_a6 = (physical_constants["Hartree energy in eV"][0]
            * (physical_constants["Bohr radius"][0] / angstrom)**6)
for (name, r, _, _), (c6_fd, c6_pair) in zip(detailed, checks):
    print(f"{name}: C6 and bounds in hartree bohr^6")
    print(f"  variance of x      {r['var']:.6f} bohr^2")
    print(f"  London, first gap  {r['london_gap']:.6f}")
    print(f"  C6, sum over states {r['c6']:.6f}")
    print(f"  C6, response integral {c6_fd:.6f}")
    print(f"  C6, pair at {distance:g} bohr {c6_pair:.6f}")
    print(f"  bound (3/2) alpha Var {r['middle']:.6f}")
    print(f"  Slater-Kirkwood    {r['sk']:.6f}")
    print(f"  London, bottom frequency {r['london_bottom']:.6f}")
    print(f"  C6 converted       {r['c6'] * to_ev_a6:.6f} eV angstrom^6")
print(f"quartic lam=1: alpha from field {alpha_field:.6f} bohr^3")
print(f"Morse chi=0.10: depth D {1 / (4 * 0.10):.4f} hartree, "
      f"a {np.sqrt(2 * 0.10):.5f} 1/bohr")
print("weak-anharmonicity coefficients, numerical / formula")
names = ["C6/London(gap)-1", "C6/SK-1", "C6/London(bottom)-1", "|x_0n|^2"]
for kind in expected:
    powers = ["lam^2", "lam^2", "lam", "lam^2"] if kind == "quartic" \
        else ["chi"] * 4
    for label, power, number, formula in zip(names, powers, limits[kind],
                                             expected[kind]):
        print(f"  {kind} {label}, per {power}: {number:.5f} / {formula:.5f}")
print("finished without a failed check")
```

It prints:

```
atomic units; bottom frequency 1 hartree except pure x^4
dL, dS, dB: C6 deviation in % from London with first gap,
  from Slater-Kirkwood, from London with bottom frequency
gap: hartree; alpha: bohr^3; f1: no unit; C6: hartree bohr^6
lam (hartree/bohr^4)
          gap     alpha      f1       C6        dL        dS        dB
  0.01  1.02839  0.945475 0.999916  0.689484  0.00090  -0.00284     2.840
   0.1  1.21036  0.681376 0.998016  0.421533  0.01903  -0.07148    21.059
     1  1.93412  0.265527 0.992759  0.102336  0.06131  -0.27498    93.531
    10  3.81664  0.068000 0.989840  0.013247  0.08207  -0.39276   281.977
   x^4  1.72566  0.332298 0.988800  0.143040  0.08913  -0.43533      none
chi (no unit)
          gap     alpha      f1       C6        dL        dS        dB
  0.02  0.96000  1.068221 0.979167  0.824493  0.35355  -0.42864    -3.661
  0.05  0.90000  1.183988 0.944444  0.955420  0.97077  -1.11921    -9.126
  0.10  0.80000  1.421630 0.875000  1.240612  2.30843  -2.41239   -18.153
  0.15  0.70000  1.734775 0.785714  1.646662  4.22188  -3.90993   -27.045
  0.25  0.50000  2.740105 0.500000  3.141910 11.59075  -7.64045   -44.205
quartic, lam=1: C6 and bounds in hartree bohr^6
  variance of x      0.257150 bohr^2
  London, first gap  0.102273
  C6, sum over states 0.102336
  C6, response integral 0.102336
  C6, pair at 8 bohr 0.102336
  bound (3/2) alpha Var 0.102420
  Slater-Kirkwood    0.102618
  London, bottom frequency 0.052878
  C6 converted       0.061148 eV angstrom^6
Morse, chi=0.10: C6 and bounds in hartree bohr^6
  variance of x      0.587560 bohr^2
  London, first gap  1.212619
  C6, sum over states 1.240612
  C6, response integral 1.240597
  C6, pair at 8 bohr 1.240629
  bound (3/2) alpha Var 1.252940
  Slater-Kirkwood    1.271280
  London, bottom frequency 1.515774
  C6 converted       0.741299 eV angstrom^6
quartic lam=1: alpha from field 0.265526 bohr^3
Morse chi=0.10: depth D 2.5000 hartree, a 0.44721 1/bohr
weak-anharmonicity coefficients, numerical / formula
  quartic C6/London(gap)-1, per lam^2: 0.12473 / 0.12500
  quartic C6/SK-1, per lam^2: -0.37442 / -0.37500
  quartic C6/London(bottom)-1, per lam: 2.99958 / 3.00000
  quartic |x_0n|^2, per lam^2: 0.18707 / 0.18750
  Morse C6/London(gap)-1, per chi: 0.16666 / 0.16667
  Morse C6/SK-1, per chi: -0.20833 / -0.20833
  Morse C6/London(bottom)-1, per chi: -1.83333 / -1.83333
  Morse |x_0n|^2, per chi: 0.25000 / 0.25000
finished without a failed check
```
